# Resmearing the Fermi-Dirac distribution: entropy, bias and k-point convergence, part 2

Resmearing convolves the Fermi-Dirac (FD) broadening $\delta_{FD}(y)=e^{-y}/(1+e^{-y})^2$ of a metal at temperature $T$ with a kernel $\delta_2$ of energy width $\sigma$. We ask what physics it keeps, what error it adds and what it gains in k-points. Hartree atomic units are used, with $k_B=1$ and one spin channel. $\sum_i$ is the zone average per cell over levels $\varepsilon_i$, $n_e$ the electron number per cell, $\mu$ the chemical potential, $R=\sigma/T$, $\eta=\mu-\varepsilon$, $y=\eta/T$, and

$$\delta(y)=\int_{-\infty}^{\infty}\delta_2(z)\,\delta_{FD}(y-Rz)\,dz .$$

A level has occupation $f=\int_{-\infty}^y\delta$, grand potential $\omega(\eta)$ and entropy function $s$; $F=E-T\sum_is$.

Kernels are Methfessel-Paxton (MP$p$; $p=0$ is Gaussian) and Marzari-Vanderbilt (cold). Their moments $m_n$ have $m_0=1$, $m_1=0$; the next nonzero one, of order $n_0$, is $m_2=1/2$ (Gaussian), $m_3=-1/\sqrt2$ (cold), $m_4=-3/4$ (MP1), $m_6=15/8$ (MP2).

Part (a), with $w=s^2/4$, $a=1/\sqrt2$, $D(\eta)=\delta(\eta/T)/T$ and $M_n$ the moments of $\delta(y)$:

$$\varphi_2^{\text{MP}p}=e^{-w}\sum_{n=0}^p\frac{w^n}{n!},\qquad \varphi_2^{\text{cold}}=e^{-isa-s^2/4}(1+isa).$$

$$\hat D(\tau)=\int D(\eta)e^{-i\tau\eta}d\eta=\frac{\pi T\tau}{\sinh\pi T\tau}\;\varphi_2(\sigma\tau).$$

$$M_0=1,\quad M_1=0,\quad M_2=\frac{\pi^2}{3}+R^2m_2,\quad M_3=R^3m_3,\quad M_4=\frac{7\pi^4}{15}+2\pi^2R^2m_2+R^4m_4 .$$

Part (c):

$$Ts=T\,S_T+\sigma\,S_\sigma .$$

$$-\frac{\partial F}{\partial T}\Big|_{\sigma,n_e}=\sum_iS_T(y_i),\qquad -\frac{\partial F}{\partial\sigma}\Big|_{T,n_e}=\sum_iS_\sigma(y_i).$$

Part (d): occupations are monotonic up to $R_c=2$ (MP1) and $R_c=\sqrt2$ (cold).

Part (e): $g_T$ is the thermally broadened density of states, varying over an energy $\Delta$ near $\mu$; $\mu_T$ is the FD chemical potential. Resmearing shifts the grand potential by $\Delta\Omega$ and, at fixed $n_e$, $F$ by $\Delta F=\sum_kc_k\sigma^k$:

$$\Delta\Omega(\mu)=-\sum_{n\ge n_0}\frac{(-\sigma)^nm_n}{n!}\,g_T^{(n-2)}(\mu).$$

$$\Delta F=\Delta\Omega(\mu_T)+\frac{[\Delta\Omega'(\mu_T)]^2}{2g_T(\mu_T)}+O(\sigma^{3n_0}).$$

$$\text{Gauss: }-\frac{\sigma^2}{4}g_T,\qquad\text{cold: }-\frac{\sigma^3}{6\sqrt2}g_T',\qquad\text{MP1: }+\frac{\sigma^4}{32}g_T'',\qquad\text{MP2: }-\frac{\sigma^6}{384}g_T^{(4)} .$$

$$\tilde F=F+\frac{\sigma}{n_0}\sum_iS_\sigma,\qquad \tilde F-F(T,0)=\sum_{k>n_0}\Big(1-\frac{k}{n_0}\Big)c_k\sigma^k .$$

With self-consistency, the $\Delta\Omega$ series using the $\sigma=0$ solution's $g_T$ holds through order $\sigma^{2n_0-1}$.

Part (f) asks: for a zero-temperature density of states $g$ smooth near the Fermi level $\mu_0$, find the low-temperature expansion of $F$ at fixed $R$ and at fixed $\sigma$. $F_0$ is the unsmeared zero-temperature value.

### Solution

At fixed $R$, regard $\delta(y)$ as a single kernel of width $T$ acting on the zero-temperature grand potential $\Omega_0$, with $\Omega_0''=-g$. The argument of part (e) applies with $(\sigma,m_n,g_T)$ replaced by $(T,M_n,g)$. To order $T^4$, $\Delta\Omega'=-M_2T^2g'/2$ in the second-order term, so

$$F-F_0=-\frac{M_2}{2}gT^2+\frac{M_3}{6}g'T^3-\left[\frac{M_4}{24}g''-\frac{M_2^2}{8}\frac{g'^2}{g}\right]T^4+O(T^5),$$

with $g$ and its derivatives at $\mu_0$. For $R=0$ this is the Sommerfeld expansion. The $T^2$ coefficient is $-(\pi^2/6+R^2m_2/2)g$, which equals the physical $-(\pi^2/6)g$ if and only if $m_2=0$. A Gaussian changes it to $-(\pi^2/6+R^2/4)g$. The cold kernel keeps it but adds the term $-R^3g'T^3/(6\sqrt2)$, which has no counterpart in the Sommerfeld series and outweighs the physical $T^4$ term as $T\to0$. MP1 keeps the $T^2$ term, adds no $T^3$ term, and changes $M_4$ from $7\pi^4/15$ to $7\pi^4/15-3R^4/4$.

At fixed $\sigma$, exchange the order of the two convolutions and apply the FD kernel last. It acts on the $\delta_2$-smeared system at $T=0$, whose density of states is $g_\sigma(\mu)=\int\delta_2(z)g(\mu-\sigma z)dz$ and whose Fermi level is $\mu_\sigma$. The Sommerfeld term is then

$$F(T,\sigma)=F(0,\sigma)-\frac{\pi^2}{6}\,g_\sigma(\mu_\sigma)\,T^2+O(T^4),\qquad \sum_iS_T=\frac{\pi^2}{3}\,g_\sigma(\mu_\sigma)\,T+O(T^3).$$

Let $b_n=(-\sigma)^nm_n/n!$. Then $g_\sigma=g+\sum b_ng^{(n)}$, and the smeared count is $N_\sigma=N+\sum b_ng^{(n-1)}$, where $N'=g$. Holding the count fixed gives $\mu_\sigma-\mu_0=-\sum b_ng^{(n-1)}/g$, and to first order in the $b_n$

$$g_\sigma(\mu_\sigma)-g(\mu_0)=\sum_{n\ge n_0}b_n\left[g^{(n)}-\frac{g'g^{(n-1)}}{g}\right].$$

The leading shifts are $+\sigma^3[g'''-g'g''/g]/(6\sqrt2)$ for cold and $-\sigma^4[g^{(4)}-g'g'''/g]/32$ for MP1. The statement that resmearing keeps the physical $T^2$ free energy is thus exact as a statement about the $T^2$ coefficient at fixed $R$ with $m_2=0$. At fixed $\sigma$ it holds only up to a relative error of order $(\sigma/\Delta)^{n_0}$, on top of the bias of part (e), which survives at $T\to0$.

## (g) Convergence with the k-grid

For the band $\varepsilon(k)=-W\cos k$ on the grid $k_j=2\pi j/N$, $j=0,\dots,N-1$, find the grid error of $\Omega$ at fixed $\mu$, exactly and for a band linearized at the Fermi points, and determine what resmearing changes.

### Solution

Let $h(k)=\omega(\mu-\varepsilon(k))$ and $c_M=(2\pi)^{-1}\int_{-\pi}^{\pi}h\,e^{iMk}dk$, so that $h=\sum_Mc_Me^{-iMk}$. The grid average of $e^{-iMk}$ is 1 when $M$ is a multiple of $N$ and 0 otherwise, being a geometric sum. The term $M=0$ is the converged value, and $c_{-M}=c_M$ because $h$ is even, so

$$\Delta\Omega_N=2\sum_{j\ge1}c_{jN}.$$

Since $\omega'=-f$, $\omega''=-D$. A function with this second derivative is

$$\omega(\eta)=\int\frac{d\tau}{2\pi}\,\hat D(\tau)\,\frac{e^{i\tau\eta}-1-i\tau\eta}{\tau^2}+\alpha+\beta\eta ,$$

where the subtraction makes the integral converge at $\tau=0$ and $\alpha,\beta$ are constants. With $\eta=\mu+W\cos k$, terms constant or linear in $\eta$ contain only the harmonics $0,\pm1$ and drop out for $M\ge2$. The Jacobi-Anger expansion $e^{iq\cos k}=\sum_mi^mJ_m(q)e^{imk}$, projected on $m=-M$ with $J_{-M}=(-1)^MJ_M$, gives $(2\pi)^{-1}\int e^{iq\cos k+iMk}dk=i^MJ_M(q)$. Under $\tau\to-\tau$ each of $\hat D$, $e^{i\tau\mu}$ and $i^MJ_M(W\tau)$ goes to its complex conjugate, so

$$c_M=\frac1\pi\,\mathrm{Re}\int_0^\infty\hat D(\tau)\,e^{i\tau\mu}\,i^MJ_M(W\tau)\,\frac{d\tau}{\tau^2}.$$

This is exact for the cosine band. The Bessel function $J_M(q)$ is exponentially small for $q$ well below $M$, so the grid error does not sample $\hat D$ at $\tau$ well below $N/W$, the time an electron at the largest band velocity needs to cross the supercell of $N$ cells that the grid represents. The cutoff is soft, because $\hat D$ grows toward small $\tau$ and the integrand oscillates. In the model of part (h) at $\mu_0$, for MP1 with $\sigma=0.008$ Ha and $N=53$, the range $\tau<0.8N/W$ gives 3% of $c_N$ in size and the range $\tau<0.9N/W$ about half of it.

For the linearized form, integrate $c_M$ by parts twice, which gives $c_M=-(2\pi M^2)^{-1}\int h''e^{iMk}dk$ with $h''=\varepsilon'^2\omega''-\varepsilon''\omega'=-D\,\varepsilon'^2+f\,\varepsilon''$. One more integration by parts turns the step in $f\varepsilon''$ into a peak $D\varepsilon'\varepsilon''/M$, smaller than the first term by $|\varepsilon''|/(vM)$, where $v=\varepsilon'(k_F)$, and it is dropped. Near $k=k_F+q$, $\eta=-vq$, so $\int v^2D(-vq)e^{iMq}dq=v\int D(\eta)e^{-iM\eta/v}d\eta=v\hat D(M/v)$. The point $-k_F$ gives the complex conjugate. Hence

$$c_M\approx\frac{v}{\pi M^2}\,\mathrm{Re}\big[e^{ik_FM}\hat D(M/v)\big],\qquad \mathcal E(N)=\frac{2v}{\pi N^2}\,\frac{x}{\sinh x}\,|\varphi_2(\sigma N/v)|,\quad x=\frac{\pi TN}{v},$$

where $\mathcal E$ is the envelope of the $j=1$ term. The linearization neglects two effects of the band curvature: the relative change $\varepsilon''\eta/v^2$ of the velocity across the peak, and the second term in $q=-\eta/v-\varepsilon''\eta^2/(2v^3)+\dots$, which gives a phase $M\varepsilon''\eta^2/(2v^3)$. Both must be small over the energies that dominate the integral. It is best where $\varepsilon''(k_F)=0$, at $\mu=0$, and it degrades as $\sigma$ grows. The envelope is an estimate and not a bound. At fixed filling the argument of part (e) adds $(\Delta\Omega_N')^2/2g_T$ as the leading correction, second order in the error. This form holds only when the grid error of the density of states, $|\Delta\Omega_N''|\sim(N/v)^2\mathcal E$, is small against $g_T$. On coarser grids it is not quantitative, and the fixed-filling term need not be small against $\Delta\Omega_N$. On finer grids the term is small against the envelope, but it can still be comparable to $\Delta\Omega_N$ where the cosine factor in $c_N$ nearly vanishes. For FD at $N=145$ in the model of part (h) it is $4.0\times10^{-9}$ Ha, against $\Delta\Omega_N=1.0\times10^{-8}$ Ha and $\mathcal E=9.9\times10^{-8}$ Ha.

In this approximation resmearing multiplies the FD envelope by $|\varphi_2(s)|$ at $s=\sigma N/v$. For MP$p$, $0<\varphi_2\le1$ because a partial sum of $e^w$ cannot exceed $e^w$. For cold, $|\varphi_2|^2=e^{-2w}(1+2w)\le1$ for the same reason. The envelope is never raised, although the cold phase can raise the error of one particular grid. Beyond this approximation MP1 can do so too. In the model of part (h) at fixed filling, MP1 with $\sigma=0.002$ Ha has a larger grid error than FD at $N=82$, $115$ and $135$.

For small $w$ the factors are $1-w$ (Gaussian), $1-w^2/2$ (MP1) and $1-w^2$ (cold modulus). The cancellation of moments that removes the bias also flattens $\varphi_2$ near the origin and delays the gain until $w\gtrsim1$, that is $\sigma N/v\gtrsim2$. Bias and gain are the same function $\varphi_2(\sigma\tau)$ read at two places. The bias needs $\varphi_2\approx1$ at $\tau\sim1/\Delta$, and the gain needs $|\varphi_2|\ll1$ at $\tau=N/v$. Both hold when $\sigma$ is well above $2v/N$ and well below $\Delta$ (for MP1, $\varphi_2$ falls from $0.74$ at $\sigma N/v=2$ to $0.09$ at $\sigma N/v=4$), a window in which $T$ does not appear as long as $\Delta$ is set by the band structure and not by a sharp feature near $\mu$. Monotonic occupations tie $\sigma$ to $T$. At the MP1 threshold $\sigma=2T$ one has $w=x^2/\pi^2$, so the Gaussian exponent $w$ exceeds the FD exponent $x$ only for $x>\pi^2$, where the FD factor $x/\sinh x$ has already fallen to about $10^{-3}$. For less demanding targets the FD factor does much of the work and the gain in $N$ is limited.

## (h) A worked model

Take $W=0.1$ Ha, filling $n_e=0.3$, $T=0.001$ Ha (315.8 K) and $\sigma=0.004$ Ha (0.1088 eV), so $R=4$. These are round model parameters. Evaluate the results of parts (c) to (g) and compare with direct zone sums. All computed values come from the numerical check.

### Solution

At $T=0$ the states with $|k|<k_F$ are filled, so $n_e=k_F/\pi$ and $k_F=0.94248$. Then $\mu_0=-W\cos k_F=-0.058779$ Ha, $v=W\sin k_F=0.080902$ Ha per radian, and $F_0=(2\pi)^{-1}\int_{-k_F}^{k_F}\varepsilon\,dk=-W\sin k_F/\pi=-0.025751811$ Ha. The density of states is $g=dn_e/d\mu=1/(\pi v)=1/(\pi\sqrt{W^2-\mu^2})$. Its value and first four derivatives at $\mu_0$ are $3.9345$, $-35.334$, $1553.1$, $-91333$ and $7.8772\times10^6$, in Ha$^{-1}$ to Ha$^{-5}$. The nearest singularity is the band bottom, $0.041$ Ha below $\mu_0$, about ten times $\sigma$.

For pure FD, $F-F_0=-6.47456\times10^{-6}$ Ha ($-0.1762$ meV), against $-(\pi^2/6)gT^2=-6.47204\times10^{-6}$ Ha. The difference, $-2.52\times10^{-9}$ Ha, is the $T^4$ term of part (f), $-[1.8941\times1553.1-(1.6449\times35.334)^2/(2\times3.9345)]\times10^{-12}=-(2942-429)\times10^{-12}=-2.51\times10^{-9}$ Ha. At $\mu_T=-0.0587637$ Ha the thermal values $g_T,\dots,g_T^{(4)}$ are $3.9366$, $-35.463$, $1564.9$, $-92664$ and $8.0599\times10^6$.

The biases, in Ha, are as follows.

| kernel | leading | computed | corrected $\tilde F$ |
|---|---|---|---|
| Gauss | $-1.5746\times10^{-5}$ | $-1.5756\times10^{-5}$ | $1.009\times10^{-8}$ |
| cold | $2.6748\times10^{-7}$ | $2.9645\times10^{-7}$ | $-1.120\times10^{-8}$ |
| MP1 | $1.2519\times10^{-8}$ | $1.2695\times10^{-8}$ | $-9.010\times10^{-11}$ |
| MP2 | $-8.597\times10^{-11}$ | $-9.002\times10^{-11}$ | $1.4\times10^{-12}$ |

Relative to the thermal free energy $|F-F_0|$ of pure FD, the computed biases are 243% (Gauss), 4.6% (cold, $8.07\ \mu$eV), 0.20% (MP1, $0.35\ \mu$eV) and $1.4\times10^{-5}$ (MP2).

For MP1 the leading term is $2.56\times10^{-10}\times1564.9/32=1.2519\times10^{-8}$ Ha and the next is $4.096\times10^{-15}\times8.0599\times10^6/192=1.72\times10^{-10}$ Ha. Their sum, $1.2691\times10^{-8}$ Ha, leaves $4\times10^{-12}$ Ha for order $\sigma^8$. The estimator weights these two higher terms by $-1/2$ and $-1$, which gives $-8.6\times10^{-11}-0.4\times10^{-11}=-9.0\times10^{-11}$ Ha, as in the table.

For cold the leading term is $6.4\times10^{-8}\times35.463/8.4853=2.6748\times10^{-7}$ Ha, which falls 10% short of the computed bias because the series advances in single powers of $\sigma$. With $m_5=-4.24264$ and $m_6=-10$ the next terms are $\sigma^4g_T''/16=2.504\times10^{-8}$, $\sigma^5m_5g_T'''/120=3.35\times10^{-9}$ and $\sigma^6g_T^{(4)}/72=4.6\times10^{-10}$ Ha, and the running sum is $2.9633\times10^{-7}$ Ha. Weighted by $-1/3$, $-2/3$ and $-1$ they give $-1.10\times10^{-8}$ Ha for the estimator, against the computed $-1.12\times10^{-8}$ Ha. The program tests the series through $n=10$, with the second-order term, to $10^{-3}$ of the series value for all four kernels.

The FD entropy is $1.29542\times10^{-2}$. For MP1, $S_T=1.2954003\times10^{-2}$ differs from it by $-2.0\times10^{-7}$, or $-1.6\times10^{-5}$ of the FD value, while $s=S_T+4S_\sigma$ with $S_\sigma=-1.2785\times10^{-5}$ is $1.29029\times10^{-2}$, low by 0.40%. For cold, $S_T=1.29517\times10^{-2}$ is low by $1.9\times10^{-4}$ of the FD value, while $s=1.20288\times10^{-2}$ is low by 7.1%. For the Gaussian, $S_T=1.29708\times10^{-2}$ is high by 0.13%, while $s=4.4504\times10^{-2}$ is 3.4 times the FD entropy. Finite differences of $F$ in $T$ and $\sigma$ are tested against $S_T$ and $S_\sigma$ for cold and MP1. The MP1 energy bias assembles as $1.2695\times10^{-8}-0.020\times10^{-8}-5.114\times10^{-8}=-3.865\times10^{-8}$ Ha, matching the computed $-3.8647\times10^{-8}$ Ha.

The leading MP1 shift of part (f) has the bracket $7.8772\times10^6-35.334\times91333/3.9345=7.057\times10^6$, so $\Delta S_T\approx-3.290\times10^{-3}\times8\times10^{-12}\times7.057\times10^6=-1.86\times10^{-7}$. This is about 8% smaller in size than the computed shift, since it omits higher orders in both $\sigma$ and $T$. At $T=0.0005$ Ha and $\sigma=0.002$ Ha, with terms through $n=6$, the formula is tested to 3%.

At fixed $R=2$ and $T=0.0005$ Ha, the physical coefficient is $-6.47204$ Ha$^{-1}$ and the computed $(F-F_0)/T^2$ is $-10.40786$ (Gauss), $-6.45559$ (cold) and $-6.47247$ (MP1). The Gaussian prediction is $-6.47204-3.9345=-10.4065$. The cold $T^3$ term is $8\times35.334\times0.0005/8.4853=+0.01666$, which gives $-6.45538$. For MP1, $M_4=45.458-12=33.458$, and the $T^4$ term is $-(33.458\times1553.1/24-429)\times2.5\times10^{-7}=-0.00043$, which gives $-6.47247$.

For self-consistency, a second band of half-width $0.12$ Ha is added, with total filling $0.7$ and the mean-field energy $\tfrac U2(n_A-n_{\rm ref})^2$, where $n_A$ is the filling of the first band, $U=0.1$ Ha and $n_{\rm ref}=0.2$. The $\sigma=0$ solution has $\mu=-0.042893$ Ha and a potential $V=U(n_A-n_{\rm ref})=0.011637$ Ha on the first band. The bias computed from $E-Ts$ at the relaxed solution is $3.2439\times10^{-7}$ Ha (cold) and $1.2612\times10^{-8}$ Ha (MP1), and the unrelaxed series gives $3.2438\times10^{-7}$ and $1.2612\times10^{-8}$ Ha.

The Bessel form of the grid error is tested against direct sums for $N=41$ and $60$ to $10^{-11}$ Ha. For the linearized form take $\mu=0$ and $N=80$, so that $v=W$, $e^{ik_FN}=1$, $\tau=800$ Ha$^{-1}$, $x=2.5133$ and $x/\sinh x=0.4099$. The prefactor is $0.2/(6400\pi)=9.947\times10^{-6}$ Ha, and the FD term $j=1$ is $4.077\times10^{-6}$ Ha. The terms $j=2,3,4$ raise this to $4.2503\times10^{-6}$ Ha, against the direct $4.2525\times10^{-6}$ Ha. For MP1, $s=3.2$, $w=2.56$ and $\varphi_2=0.0773\times3.56=0.2752$, giving $1.1220\times10^{-6}$ Ha against $1.1261\times10^{-6}$ Ha. For cold, $\mathrm{Re}\,\varphi_2=e^{-w}(\cos sa+sa\sin sa)=0.0773\times1.104=0.0854$, giving $3.480\times10^{-7}$ Ha against $3.531\times10^{-7}$ Ha. Part of the cold advantage on this grid is the phase, since $|\varphi_2|=0.0773\sqrt{6.12}=0.191$.

At filling $0.3$, let $N$ be the smallest grid such that all grids from $N$ to 200 reproduce the converged $F$ of the same scheme within $10^{-7}$ Ha. Solving $\mathcal E=10^{-7}$ Ha gives the envelope estimate. For FD at $144.8$, $x=5.62$ and $2.456\times10^{-6}\times0.0407=1.0\times10^{-7}$ Ha. For MP1 with $\sigma=0.004$ Ha at $85.9$, $x=3.34$, $w=4.51$ and $6.98\times10^{-6}\times0.238\times0.0606=1.0\times10^{-7}$ Ha.

| scheme, $\sigma$ (Ha) | $N$ | envelope | gain | bias (Ha) |
|---|---|---|---|---|
| FD | 144 | 144.8 | 1.00 | 0 |
| cold, 0.0014 | 128 | 130.8 | 1.12 | $1.19\times10^{-8}$ |
| MP1, 0.002 | 121 | 121.5 | 1.19 | $7.85\times10^{-10}$ |
| MP1, 0.004 | 87 | 85.9 | 1.66 | $1.27\times10^{-8}$ |
| cold, 0.004 | 79 | 82.1 | 1.82 | $2.96\times10^{-7}$ |
| MP1, 0.008 | 53 | 52.2 | 2.72 | $2.12\times10^{-7}$ |

The gain is the FD value of $N$ divided by that of the scheme. The envelope estimate is within 4% of the actual $N$ in every row. This agreement in $N$ does not make the linearized error itself accurate. For MP1 at $\mu_0$ and $N=50$ to $70$, the exact $j=1$ term departs from the linearized one by an rms of $0.11\,\mathcal E$ at $\sigma=0.004$ Ha and $1.7\,\mathcal E$ at $\sigma=0.008$ Ha. An $N$ below the estimate is possible because the cosine factor in $c_N$ is below its maximum on most grids, and because the linearized form is itself approximate. The cosine alone does not explain the row cold $0.004$: at $N=79$ the envelope is $1.53\times10^{-7}$ Ha and the cosine factor, with the phase of $\varphi_2$ included, is $0.79$ in size, so the linearized term is still $1.2\times10^{-7}$ Ha. That grid meets the target only because of the terms dropped in linearizing the band. For MP1 at $\sigma=0.004$ Ha the grid of 86 points misses the target although it lies above the estimate 85.9, which confirms that the envelope is not a bound. (The computed $N=53$ is the first integer above the estimate 52.2, so that row shows no such miss.) At $N=86$ the cosine factor is about $\cos(25.8\pi)=0.81$, so the linearized term is only $0.8\times10^{-7}$ Ha and at least $2\times10^{-8}$ Ha is missing. The fixed-filling term cannot supply it. With $|\Delta\Omega_N'|\lesssim(N/v)\,\mathcal E$ it is at most about $(1063\times10^{-7})^2/(2\times3.94)=1.4\times10^{-9}$ Ha. The excess therefore comes from the terms dropped in linearizing the band, and how it divides among them is not computed here.

The two rows at the edge of the monotonic range, $R=1.4$ and $R=2$, save only 11% and 16% of the 144 points. For MP1 at $R=2$ on a grid near 145 points, $w=3.20$ and $\varphi_2=0.17$, a sixfold cut of the error, but lowering $N$ to 121.5 uses it up: $x/\sinh x$ grows by a factor 2.1, $\varphi_2$ itself by 2.0 (to 0.34) and $1/N^2$ by 1.4. The rows cold $0.004$ and MP1 $0.008$ converge fastest, to a value whose bias exceeds the $10^{-7}$ Ha target, so they do not deliver $F(T,0)$ to that accuracy. Among the cases tried, MP1 at $R=4$ is the cheapest with both errors inside the target, and it has occupations outside $[0,1]$ by $0.014$. If the same gain held along each of three directions, the point count would fall by $4.5$ for this case and by $1.7$ for MP1 at $R=2$. These two figures are cubes of a one-dimensional result and have not been computed for a three-dimensional Fermi surface.

## Table of computed values

```
W=0.1 Ha, filling=0.3, T=0.001 Ha (315.8 K), sigma=0.004 Ha (0.1088 eV), R=4.0
kF=0.94248 rad, mu0=-0.058779 Ha, vF=0.080902 Ha/rad, F0=-0.025751811 Ha
T=0 DOS derivs g0..g4 (Ha^-1..Ha^-5): 3.9345 -35.334 1553.1 -91333 7.8772e+06
g_T derivs g0..g4 at mu_T (Ha^-1..Ha^-5): 3.9366 -35.463 1564.9 -92664 8.0599e+06
FD: mu_T=-0.0587637 Ha, S=1.2954204e-02
FD: F-F0=-6.47456e-06 Ha (-0.1762 meV), -(pi^2/6)gT^2=-6.47204e-06 Ha
gauss m2..m6: 0.5 0 0.75 0 1.875
gauss bias: computed -1.5756e-05, leading -1.5746e-05, series -1.5756e-05 Ha
gauss corrected bias 1.009e-08 Ha, E bias 1.5793e-05 Ha, bias -428.8 micro-eV
gauss S_T=1.2970818e-02, S_sigma=7.8832e-03, s=4.4503627e-02
cold m2..m6: 0 -0.707107 -1.5 -4.24264 -10
cold bias: computed 2.9645e-07, leading 2.6748e-07, series 2.9645e-07 Ha
cold corrected bias -1.120e-08 Ha, E bias -6.2897e-07 Ha, bias 8.067 micro-eV
cold S_T=1.2951728e-02, S_sigma=-2.3073e-04, s=1.2028788e-02
mp1 m2..m6: 0 0 -0.75 0 -3.75
mp1 bias: computed 1.2695e-08, leading 1.2519e-08, series 1.2695e-08 Ha
mp1 corrected bias -9.010e-11 Ha, E bias -3.8647e-08 Ha, bias 0.3455 micro-eV
mp1 S_T=1.2954003e-02, S_sigma=-1.2785e-05, s=1.2902862e-02
mp2 m2..m6: 0 0 0 0 1.875
mp2 bias: computed -9.0022e-11, leading -8.5972e-11, series -9.0011e-11 Ha
mp2 corrected bias 1.419e-12 Ha, E bias 4.6306e-10 Ha, bias -0.00245 micro-eV
mp2 S_T=1.2954209e-02, S_sigma=1.3716e-07, s=1.2954757e-02
fixed R=2.0, T=0.0005 Ha: -(pi^2/6)g=-6.47204 1/Ha
(F-F0)/T^2 in 1/Ha: gauss -10.40786 cold -6.45559 mp1 -6.47247
monotonicity thresholds: R_c(mp1)=2.000000, R_c(cold)=1.414214
mp1 R=4: min f=-1.413e-02, max f-1=1.413e-02
cold R=4: min f=1.156e-12, max f-1=4.792e-02
SCF model WB=0.12 Ha, n=0.7, U=0.1 Ha, nref=0.2: mu=-0.042893 Ha, V=0.011637 Ha
SCF cold bias: computed 3.2439e-07, series 3.2438e-07 Ha
SCF mp1 bias: computed 1.2612e-08, series 1.2612e-08 Ha
mu=0, N=80, FD sigma=0.0: grid error 4.2525e-06, linearised 4.2503e-06 Ha
mu=0, N=80, mp1 sigma=0.004: grid error 1.1261e-06, linearised 1.1220e-06 Ha
mu=0, N=80, cold sigma=0.004: grid error 3.5309e-07, linearised 3.4800e-07 Ha
k-points for grid error < 1e-07 Ha:
FD sigma=0.0 Ha: N=144, envelope 144.8, gain 1.00, gain^3 1.0, bias 0.00e+00 Ha
mp1 sigma=0.002 Ha: N=121, envelope 121.5, gain 1.19, gain^3 1.7, bias 7.85e-10 Ha
cold sigma=0.0014 Ha: N=128, envelope 130.8, gain 1.12, gain^3 1.4, bias 1.19e-08 Ha
mp1 sigma=0.004 Ha: N=87, envelope 85.9, gain 1.66, gain^3 4.5, bias 1.27e-08 Ha
cold sigma=0.004 Ha: N=79, envelope 82.1, gain 1.82, gain^3 6.1, bias 2.96e-07 Ha
mp1 sigma=0.008 Ha: N=53, envelope 52.2, gain 2.72, gain^3 20.1, bias 2.12e-07 Ha
```
